# Tail Corrections to the Energy and Pressure of a Dispersion-Bound Fluid: test program

```python
"""
Tail corrections for a fluid whose pair potential is u(r) = -C6/r^6 beyond rc:
    energy per particle  e_tail = -(2 pi/3) rho   C6/rc^3
    virial pressure      P_tail = -(4 pi/3) rho^2 C6/rc^3
They assume a homogeneous fluid with pair distribution g(r) = 1 for r > rc.
rho: number density; rc: cutoff radius; kT: thermal energy; beta = 1/kT.
Units are eV and angstrom unless a label says otherwise.
The full model potential is an exponential repulsion plus Tang-Toennies
damped dispersion; at rc both the repulsion and the damping are negligible.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import gammainc

C6, rho, rc, kT = 60.0, 0.02, 10.0, 0.025
A_rep, b_rep = 5000.0, 3.5
beta = 1.0 / kT


def u(r):
    # gammainc(7, x) is the sixth-order Tang-Toennies damping function
    return A_rep * np.exp(-b_rep * r) - C6 * gammainc(7, b_rep * r) / r**6


def slope(r):
    h = 2e-5 * r
    return (u(r + h) - u(r - h)) / (2 * h)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Closed formulas under test
e_tail = -(2 * np.pi / 3) * rho * C6 / rc**3
P_tail = -(4 * np.pi / 3) * rho**2 * C6 / rc**3


# Definitions integrated numerically with g = 1
def energy_tail(volume_per_particle, cutoff):
    val = quad(lambda r: 4 * np.pi * r**2 * u(r), cutoff, np.inf,
               epsabs=1e-13, epsrel=1e-11)[0]
    return val / (2 * volume_per_particle)


e_quad = energy_tail(1 / rho, rc)
P_quad = -(rho**2 / 6) * quad(lambda r: 4 * np.pi * r**3 * slope(r),
                              rc, np.inf, epsabs=1e-12, epsrel=1e-9)[0]
assert close(e_quad, e_tail, 1e-6)
assert close(P_quad, P_tail, 1e-6)

# Volume derivative of the tail energy: cutoff fixed, or scaled with the box
v0 = 1 / rho
dv = 1e-3 * v0
P_fixed = -(energy_tail(v0 + dv, rc) - energy_tail(v0 - dv, rc)) / (2 * dv)
scale_up, scale_down = (1 + dv / v0)**(1 / 3), (1 - dv / v0)**(1 / 3)
P_scaled = -(energy_tail(v0 + dv, rc * scale_up)
             - energy_tail(v0 - dv, rc * scale_down)) / (2 * dv)
# central differences have relative error of a few times (dv/v0)^2 = 1e-6
assert close(P_fixed, P_tail / 2, 2e-5)
assert close(P_scaled, P_tail, 2e-5)

# Dilute gas: g = exp(-beta u); thermodynamics follows from B2(beta)
x, w = np.polynomial.legendre.leggauss(500)
r_in, w_in = rc * (x + 1) / 2, rc * w / 2
s, w_s = (x + 1) / 2, w / 2
r_out, w_out = rc / s, w_s * rc / s**2


def B2_part(b, r, weight):
    return -2 * np.pi * np.sum(weight * r**2 * np.expm1(-b * u(r)))


def B2_full(b):
    return B2_part(b, r_in, w_in) + B2_part(b, r_out, w_out)


db = 0.01
gas_e_full = (B2_full(beta + db) - B2_full(beta - db)) / (2 * db)
gas_P_full = kT * B2_full(beta)
g_in = np.exp(-beta * u(r_in))
gas_e_cut = 2 * np.pi * np.sum(w_in * r_in**2 * u(r_in) * g_in)
gas_P_cut = -(2 * np.pi / 3) * np.sum(w_in * r_in**3 * slope(r_in) * g_in)
gas_e_tail, gas_P_tail = e_tail / rho, P_tail / rho**2
excess_e = (gas_e_full - gas_e_cut) / gas_e_tail - 1
excess_P = (gas_P_full - gas_P_cut) / gas_P_tail - 1
excess_formula = beta * C6 / (3 * rc**6)
h_max = np.expm1(-beta * u(rc))
# next order in beta*C6/rc^6 plus finite-difference error stay below 2 percent
assert close(excess_e, excess_formula, 0.02)
assert close(excess_P, excess_formula, 0.02)
assert 0 < excess_e < h_max and 0 < excess_P < h_max

# Impulse of the potential jump at rc: thermodynamic minus virial pressure
gas_P_truncated = kT * B2_part(beta, r_in, w_in)
impulse = gas_P_truncated - gas_P_cut
remaining = gas_P_full - gas_P_truncated
# each half carries a relative correction of order beta*C6/rc^6 = 0.0024
assert close(impulse, gas_P_tail / 2, 0.003)
assert close(remaining, gas_P_tail / 2, 0.003)


# Simple cubic crystal, spacing 1: sum of r^-6 from a theta-function integral
n = np.arange(1, 15)


def theta(t):
    if t < 1:
        return np.sqrt(np.pi / t) * (1 + 2 * np.sum(np.exp(-np.pi**2 * n**2 / t)))
    return 1 + 2 * np.sum(np.exp(-t * n**2))


def lattice_integrand(t):
    return t**2 * (theta(t)**3 - 1) / 2


lattice_sum = (quad(lattice_integrand, 0, 1, epsabs=1e-11)[0]
               + quad(lattice_integrand, 1, 60, epsabs=1e-11)[0])
m = np.arange(-21, 22)
X, Y, Z = np.meshgrid(m, m, m)
d2 = (X**2 + Y**2 + Z**2).ravel().astype(float)
d2 = d2[d2 > 0]
lattice_rows = []
for cut in (1.05, 1.40, 20.5):
    omitted = lattice_sum - np.sum(d2[d2 < cut**2]**-3)
    continuum = (4 * np.pi / 3) / cut**3
    lattice_rows.append((cut, omitted, continuum, omitted / continuum))
assert lattice_rows[0][3] < 0.75
assert lattice_rows[1][3] > 1.4
assert abs(lattice_rows[2][3] - 1) < 0.02

# Flat surface at distance d (in units of rc): missing half-space of r^-6
surface_rows = []
for d in (1.0, 2.0):
    missing = dblquad(lambda q, z: 2 * np.pi * q / (q**2 + z**2)**3,
                      d, np.inf, 0, np.inf, epsabs=1e-9, epsrel=1e-8)[0]
    fraction = missing / (4 * np.pi / 3)
    assert close(fraction, 1 / (8 * d**3), 1e-5)
    surface_rows.append((d, fraction))

# Unit conversions, with the energy also evaluated wholly in atomic units
hartree = const.value("Hartree energy in eV")
bohr = const.value("Bohr radius") / const.angstrom
C6_au = C6 / (hartree * bohr**6)
e_au = -(2 * np.pi / 3) * (rho * bohr**3) * C6_au / (rc / bohr)**3
assert close(e_au * hartree, e_quad, 1e-6)
P_MPa = P_tail * const.e / const.angstrom**3 / 1e6

print(f"C6 = {C6:.1f} eV angstrom^6")
print(f"density rho = {rho:.3f} angstrom^-3")
print(f"cutoff rc = {rc:.1f} angstrom")
print(f"thermal energy kT = {kT:.3f} eV")
print(f"repulsion prefactor = {A_rep:.0f} eV")
print(f"repulsion and damping exponent = {b_rep:.1f} angstrom^-1")
print(f"energy tail, formula = {e_tail:.7f} eV per particle")
print(f"energy tail, quadrature = {e_quad:.7f} eV per particle")
print(f"energy tail, converted = {e_au:.4e} hartree per particle")
print(f"pressure tail, formula = {P_tail:.5e} eV/angstrom^3")
print(f"pressure tail, quadrature = {P_quad:.5e} eV/angstrom^3")
print(f"pressure tail, converted = {P_MPa:.2f} MPa")
print(f"-dE/dV of tail, fixed rc = {P_fixed:.5e} eV/angstrom^3")
print(f"-dE/dV of tail, scaled rc = {P_scaled:.5e} eV/angstrom^3")
print("Dilute gas: e/rho and P_excess/rho^2, in eV angstrom^3")
print(f"e/rho, full, from B2 = {gas_e_full:.5f}")
print(f"e/rho, pairs inside rc = {gas_e_cut:.5f}")
print(f"e/rho, tail formula = {gas_e_tail:.5f}")
print(f"e/rho, inside plus tail = {gas_e_cut + gas_e_tail:.5f}")
print(f"P_excess/rho^2, full, from B2 = {gas_P_full:.5f}")
print(f"P_excess/rho^2, virial inside rc = {gas_P_cut:.5f}")
print(f"P_excess/rho^2, tail formula = {gas_P_tail:.5f}")
print(f"P_excess/rho^2, inside plus tail = {gas_P_cut + gas_P_tail:.5f}")
print(f"P_excess/rho^2, impulse at rc = {impulse:.5f}")
print(f"P_excess/rho^2, left after impulse = {remaining:.5f}")
print(f"relative error of energy tail = {excess_e:.3e} (no unit)")
print(f"relative error of pressure tail = {excess_P:.3e} (no unit)")
print(f"leading-order error formula = {excess_formula:.3e} (no unit)")
print(f"largest g-1 beyond rc = {h_max:.3e} (no unit)")
print(f"Simple cubic sum of (a/r)^6 = {lattice_sum:.5f} (no unit)")
for cut, omitted, continuum, ratio in lattice_rows:
    print(f"rc/a = {cut:.2f}: omitted sum {omitted:.4e}, "
          f"continuum {continuum:.4e}, ratio {ratio:.4f}")
for d, fraction in surface_rows:
    print(f"depth d/rc = {d:.1f}: missing tail fraction = {fraction:.5f}")
print("done: every assertion held")
```

Running it gives:

```
C6 = 60.0 eV angstrom^6
density rho = 0.020 angstrom^-3
cutoff rc = 10.0 angstrom
thermal energy kT = 0.025 eV
repulsion prefactor = 5000 eV
repulsion and damping exponent = 3.5 angstrom^-1
energy tail, formula = -0.0025133 eV per particle
energy tail, quadrature = -0.0025133 eV per particle
energy tail, converted = -9.2361e-05 hartree per particle
pressure tail, formula = -1.00531e-04 eV/angstrom^3
pressure tail, quadrature = -1.00531e-04 eV/angstrom^3
pressure tail, converted = -16.11 MPa
-dE/dV of tail, fixed rc = -5.02655e-05 eV/angstrom^3
-dE/dV of tail, scaled rc = -1.00531e-04 eV/angstrom^3
Dilute gas: e/rho and P_excess/rho^2, in eV angstrom^3
e/rho, full, from B2 = -2.73091
e/rho, pairs inside rc = -2.60514
e/rho, tail formula = -0.12566
e/rho, inside plus tail = -2.73081
P_excess/rho^2, full, from B2 = -0.90666
P_excess/rho^2, virial inside rc = -0.65513
P_excess/rho^2, tail formula = -0.25133
P_excess/rho^2, inside plus tail = -0.90646
P_excess/rho^2, impulse at rc = -0.12581
P_excess/rho^2, left after impulse = -0.12571
relative error of energy tail = 8.005e-04 (no unit)
relative error of pressure tail = 8.008e-04 (no unit)
leading-order error formula = 8.000e-04 (no unit)
largest g-1 beyond rc = 2.403e-03 (no unit)
Simple cubic sum of (a/r)^6 = 8.40192 (no unit)
rc/a = 1.05: omitted sum 2.4019e+00, continuum 3.6184e+00, ratio 0.6638
rc/a = 1.40: omitted sum 2.4019e+00, continuum 1.5265e+00, ratio 1.5735
rc/a = 20.50: omitted sum 4.8553e-04, continuum 4.8621e-04, ratio 0.9986
depth d/rc = 1.0: missing tail fraction = 0.12500
depth d/rc = 2.0: missing tail fraction = 0.01562
done: every assertion held
```
